Coupling-constant scaling of the time-dependent exchange-correlation potential and kernel

**Setting.** Hartree atomic units are used. N nonrelativistic electrons have the Hamiltonian

H^λ(t) = T + λW + V(t), T = −½ Σ_j ∇_j², W = Σ_{j<k} 1/|r_j − r_k|, V = Σ_j v(r_j,t),

with coupling constant λ > 0, at zero temperature, from time t = 0. Let v_ext^λ[n,Ψ0] be the external potential that produces the density n(r,t) from the initial state Ψ0 at coupling λ, and v_s[n,Φ0] the potential that produces it in a noninteracting system from Φ0. Both are assumed to exist and, by the Runge–Gross theorem, to be unique up to a function of time alone. With v_H[n](r,t) = ∫d³r' n(r',t)/|r − r'|,

v_xc^λ[n,Ψ0,Φ0] = v_s[n,Φ0] − v_ext^λ[n,Ψ0] − λ v_H[n].

A quantity without the superscript belongs to λ = 1.

**(a) Let Ψ(r_1…r_N,t) evolve with H at λ = 1. Find the exponent p for which Ψ_γ = γ^{3N/2} Ψ(γr_1…γr_N, γ^p t) evolves with a Hamiltonian of the above form, and find its coupling, potential and density.**

Put x_j = γr_j and s = γ^p t. The chain rule gives ∂_t = γ^p ∂_s, so

i∂_t Ψ_γ = γ^p γ^{3N/2} [−½ Σ ∇²_{x_j} + Σ 1/|x_j − x_k| + Σ v(x_j,s)] Ψ(x,s).

Since ∇_x = γ^{-1}∇_r and |x_j − x_k| = γ|r_j − r_k|, the same equation in the variables r reads

i∂_t Ψ_γ = [γ^{p−2} T + γ^{p−1} W + Σ γ^p v(γr_j, γ^p t)] Ψ_γ.

The kinetic term has coefficient one if and only if p = 2 (for γ ≠ 1); another p changes the electron mass. With p = 2 the interaction carries γ, so the choice γ = λ gives

i∂_t Ψ_λ = [T + λW + Σ λ² v(λr_j, λ²t)] Ψ_λ. (1)

The norm is kept, because λ^{3N} d³r_1…d³r_N = d³x_1…d³x_N. In the density one coordinate is not integrated, so 3(N − 1) powers of λ are absorbed and three remain:

n_λ(r,t) = λ³ n(λr, λ²t). (2)

For static v, an eigenstate Ψ_m e^{−iE_m s} maps to one with phase e^{−iλ²E_m t}, so E_m^λ = λ²E_m. The factor is positive and common to all levels, and a ground state maps to a ground state.

The step rests on T and W being homogeneous of degrees −2 and −1, and any further scale must be rescaled too. For a Yukawa interaction, λ² e^{−κ'λr}/(λr) = λ e^{−κr}/r needs κ' = κ/λ in the λ = 1 system. At temperature Θ the Boltzmann exponents E_m^λ/Θ match those of the λ = 1 system at Θ/λ². For λ ≤ 0 the map is not a dilation and gives nothing.

**(b) Express v_xc^λ[n,Ψ0,Φ0](r,t) through the functional at λ = 1.**

Given n and Ψ0, define n_{1/λ}(x,s) = λ^{-3} n(x/λ, s/λ²) and Ψ0_{1/λ}(x) = λ^{-3N/2} Ψ0(x/λ). Let Ψ evolve at λ = 1 from Ψ0_{1/λ} in the potential v = v_ext[n_{1/λ}, Ψ0_{1/λ}]. By (1) and (2), Ψ_λ starts from Ψ0, evolves at coupling λ in λ²v(λr,λ²t), and has density (n_{1/λ})_λ = n. Uniqueness identifies that potential:

v_ext^λ[n,Ψ0](r,t) = λ² v_ext[n_{1/λ}, Ψ0_{1/λ}](λr, λ²t). (3)

The construction also carries representability from one coupling to the other. Deleting W from part (a) leaves the other terms unchanged, so

v_s[n,Φ0](r,t) = λ² v_s[n_{1/λ}, Φ0_{1/λ}](λr, λ²t). (4)

For the Hartree term substitute x' = λr', so that d³x' = λ³d³r' and |λr − x'| = λ|r − r'|:

v_H[n_{1/λ}](λr,λ²t) = ∫d³x' λ^{-3} n(x'/λ, t)/|λr − x'| = λ^{-1} v_H[n](r,t).

Multiplication by λ² gives λ v_H[n](r,t) = λ² v_H[n_{1/λ}](λr,λ²t). All three terms in the definition of v_xc^λ now share one prefactor and one argument, and

v_xc^λ[n,Ψ0,Φ0](r,t) = λ² v_xc[n_{1/λ}, Ψ0_{1/λ}, Φ0_{1/λ}](λr, λ²t), (5)

up to a function of time. Both initial states are scaled; unscaled ones would not even reproduce n_{1/λ} at s = 0. If they are nondegenerate ground states, they are fixed by the initial density (up to a phase), part (a) keeps them ground states, and they can be dropped from the notation. For λ < 1 the partner density n_{1/λ} is higher, more compact and faster: weak coupling is equivalent to high density.

**(c) Define f_xc^λ(rt,r't') = δv_xc^λ(r,t)/δn(r',t') at fixed initial states. Find its scaling in the time domain, in the frequency domain around a ground state, and in (q,ω) for a uniform system.**

A change δn induces δn_{1/λ}(x',s') = λ^{-3} δn(x'/λ, s'/λ²). Varying (5) gives

δv_xc^λ(r,t) = λ² ∫d³x' ds' f_xc[n_{1/λ}](λr,λ²t; x',s') λ^{-3} δn(x'/λ, s'/λ²).

The substitution x' = λr', s' = λ²t' brings the Jacobian λ³λ². The total power is λ²·λ^{-3}·λ³·λ² = λ⁴, and comparison with δv_xc^λ = ∫d³r'dt' f_xc^λ δn gives

f_xc^λ[n](rt,r't') = λ⁴ f_xc[n_{1/λ}](λr,λ²t; λr',λ²t'). (6)

The freedom c(t) in v_xc and the constraint ∫δn d³r = 0 leave f_xc undefined by terms independent of r or of r', on both sides alike. Around a ground state the kernel depends on τ = t − t'. With f(ω) = ∫dτ e^{iωτ} f(τ) and σ = λ²τ,

∫dτ e^{iωτ} f(λ²τ) = λ^{-2} ∫dσ e^{i(ω/λ²)σ} f(σ),

f_xc^λ[n](r,r',ω) = λ² f_xc[n_{1/λ}](λr, λr', ω/λ²). (7)

For a uniform system f depends on y = r − r'. With f(q) = ∫d³y e^{−iq·y} f(y) and z = λy,

∫d³y e^{−iq·y} f(λy) = λ^{-3} ∫d³z e^{−i(q/λ)·z} f(z).

The partner density is n/λ³. Since n = 3/(4πr_s³), its Wigner–Seitz radius is λr_s. Hence

f_xc^λ(r_s; q,ω) = λ^{-1} f_xc(λr_s; q/λ, ω/λ²). (8)

The prefactor is λ⁴, λ² or λ^{-1} according to the representation. The Hartree kernel v(q) = 4π/q² confirms the last one: λ^{-1}·4π/(q/λ)² = λ·4π/q². The undefined terms live at q = 0, so (8) is meant for q ≠ 0. It holds for complex ω as well, because the substitution does not use that ω is real.

**(d) Derive (8) again from the Lehmann representation of the density response, without the Runge–Gross theorem.**

Take N electrons in a periodic cube of volume Ω, with the q = 0 Coulomb term removed by the background, and a nondegenerate ground state symmetric under inversion. With ρ_q† = Σ_j e^{iq·r_j} and excitation energies ω_m = E_m − E_0,

χ(q,ω) = (1/Ω) Σ_m |⟨m|ρ_q†|0⟩|² [1/(ω − ω_m) − 1/(ω + ω_m)] = (2/Ω) Σ_m |⟨m|ρ_q†|0⟩|² ω_m/(ω² − ω_m²), (9)

where inversion symmetry made the weights for q and −q equal. By part (a), the eigenstates at coupling λ in volume Ω are the scaled eigenstates at coupling 1 in volume Ω' = λ³Ω, with ω_m^λ = λ²ω_m. The matrix elements follow from x = λr: e^{iq·r} = e^{i(q/λ)·x}, so the weight at q equals the partner's weight at q/λ, with no prefactor. Then 1/Ω = λ³/Ω' and

λ²ω_m/(ω² − λ⁴ω_m²) = λ^{-2} ω_m/((ω/λ²)² − ω_m²),

so that

χ^λ(n; q,ω) = λ χ(n/λ³; q/λ, ω/λ²). (10)

The ground-state density is uniform, so v_s is a constant and χ_s is the free-electron response; it obeys (10) by the same argument without W. The kernel follows from δn = χ^λ δv = χ_s δv_s and δv_s = δv + (λv(q) + f_xc^λ) δn. Division by δn gives

f_xc^λ = 1/χ_s − 1/χ^λ − 4πλ/q². (11)

Each term on the right equals λ^{-1} times its partner at (n/λ³; q/λ, ω/λ²), which is (8). This route needs χ^λ ≠ 0 and χ_s ≠ 0. On the imaginary axis ω = iu each term of (9) is negative, so both hold there. At a real frequency where χ^λ vanishes the kernel has a pole, and (10) places it at λ² times the partner's. The argument holds at each N for which both the interacting and the noninteracting ground state are nondegenerate, which for free electrons means closed shells. Along a sequence of such N it carries over to the thermodynamic limit, provided that limit exists. If the gas changes phase at some r_s, the same change occurs at coupling λ when λr_s reaches that value; the uniform ground state is assumed on both sides.

**(e) Find the consequences of (8) for the local-field factor G^λ = −q² f_xc^λ/(4πλ), for an expansion of the kernel in powers of λ, and for the static long-wavelength limit.**

The Fermi wavevector k_F = (3π²n)^{1/3} of the partner is k_F/λ, so q/k_F and ω/k_F² are the same in both systems. With q' = q/λ,

G^λ = −λ²q'² λ^{-1} f_xc(λr_s; q', ω/λ²)/(4πλ) = −q'² f_xc(λr_s; q', ω/λ²)/(4π) = G(λr_s; q/k_F, ω/k_F²).

At fixed reduced arguments, λ and r_s enter through the product λr_s alone.

For the expansion, apply (8) at coupling λ/γ to the arguments (n/γ³; q/γ, ω/γ²). It gives (γ/λ) f_xc(n/λ³; q/λ, ω/λ²) = γ f_xc^λ(n; q,ω). So, for any γ > 0,

f_xc^λ(n; q,ω) = γ^{-1} f_xc^{λ/γ}(n/γ³; q/γ, ω/γ²).

Suppose f_xc^λ = Σ_k λ^k f_k. Matching powers of λ gives f_k(n; q,ω) = γ^{-(k+1)} f_k(n/γ³; q/γ, ω/γ²). Setting γ equal to the value of k_F makes the partner's Fermi wavevector 1, and

f_k = k_F^{-(k+1)} F_k(q/k_F, ω/k_F²). (12)

At imaginary ω, and at real ω away from the noninteracting excitation energies, the term k = 1 is the exchange kernel, k_F^{-2}F_1. It is linear in λ, so the shortcut f^λ = λf is right for exchange and wrong for each term with k ≥ 2. In a finite cell with a gap, perturbation theory in λ is regular, and the series exists at imaginary ω and at real ω away from the noninteracting excitation energies and the zeros of χ_s. At the energy of a noninteracting double excitation the linear term need not be exchange alone. If that level enters χ^λ with a weight of order λ² and a nonzero shift of order λ, their quotient is of order λ, and the correlation part of the kernel there begins with a term linear in λ. For the infinite gas the existence of the series beyond first order is not shown here, while (8) does not depend on it.

For the static limit, part (a) gives E_0^λ = λ²E_0 at fixed N, and the noninteracting kinetic energy scales in the same way. The Hartree energy cancels against the background, so the exchange-correlation energy per electron obeys

ε_xc^λ(n) = λ² ε_xc(n/λ³), that is ε_xc^λ(r_s) = λ² ε_xc(λr_s). (13)

For a static density modulation of very long wavelength each region is assumed to behave as a uniform gas, E_xc^λ → ∫d³r n ε_xc^λ(n). Two functional derivatives give the compressibility sum rule, with ω → 0 taken before q → 0:

f_xc^λ(0,0) = d²(n ε_xc^λ)/dn².

With m = n/λ³, n ε_xc^λ(n) = λ³m·λ²ε_xc(m) = λ⁵ m ε_xc(m), and d²/dn² = λ^{-6} d²/dm². The product is λ^{-1} d²(mε_xc)/dm², in agreement with (8). The adiabatic local-density (ALDA) kernel, which uses this value at all q and ω, therefore has a definite form at coupling λ. For exchange, ε_x = −3k_F/(4π) ∝ n^{1/3}, so d²(nε_x)/dn² = (4/3)(1/3)ε_x/n = −k_F/(3πn). With n = k_F³/(3π²) this is f_x = −π/k_F², of the form (12), and it gives G = (q/k_F)²/4 at small q for every λ and r_s.

**(f) Write the correlation energy of the gas as an integral over λ of response functions, and convert it to an integral over r_s at λ = 1.**

The density stays uniform at each λ, so the Hellmann–Feynman theorem gives dE_0^λ/dλ = ⟨W⟩^λ with

⟨W⟩ = (1/2Ω) Σ_{q≠0} v(q) [⟨ρ_q ρ_q†⟩ − N].

At ω = iu, (9) has terms −ω_m/(u² + ω_m²), and ∫_0^∞ du ω_m/(u² + ω_m²) = π/2. Completeness then gives ∫_0^∞ du χ(q,iu) = −(π/Ω)⟨ρ_q ρ_q†⟩. The value of ⟨W⟩ at λ = 0 is the exchange energy. Subtracting it, dividing by N, and using Σ_q → Ω∫d³q/(2π)³,

u_c^λ ≡ dε_c^λ/dλ = −(1/n) ∫d³q/(2π)³ ∫_0^∞ du/(2π) v(q) [χ^λ − χ_s], ε_c = ∫_0^1 dλ u_c^λ. (14)

Solving (11) with K = λv + f_xc^λ gives χ^λ = χ_s/(1 − Kχ_s), so χ^λ − χ_s = Kχ_s²/(1 − Kχ_s). Now substitute q = λq', u = λ²u' in (14). The powers are 1/n = λ^{-3}/n', d³q = λ³d³q', du = λ²du', v(q) = λ^{-2}v(q'), and λ from (10). Their product is λ:

u_c^λ(r_s) = λ u_c(λr_s). (15)

With r = λr_s, λ dλ = r dr/r_s², and

ε_c(r_s) = r_s^{-2} ∫_0^{r_s} r u_c(r) dr. (16)

An approximate kernel satisfies (15) and (16) whenever its λ dependence obeys (8), since then Kχ_s is invariant and (10) holds for the approximate χ^λ. For the shortcut λf(r_s; q,ω) this requires λf(r_s; q,ω) = λ^{-1}f(λr_s; q/λ, ω/λ²), which is (12) with k = 1. In the random-phase approximation (RPA), f_xc^λ = 0, the λ integral is elementary, because

d/dλ [ln(1 − λvχ_s) + λvχ_s] = −vχ_s/(1 − λvχ_s) + vχ_s = −v(χ^λ − χ_s),

and ε_c^λ is the integral of the bracket with the measure (1/n) d³q du/((2π)³ 2π).

**(g) Two model systems of two electrons can be solved numerically without approximating the interaction. (i) A singlet in the trap ½ω²r², prepared in the ground state at ω0 = 0.5 Ha and quenched to ω1 = 0.4 Ha at λ = 1, is observed at t = 3 a.u., r = 2 bohr. Find the partners at λ = 2 and 0.6 and compare potentials. (ii) Compare f_xc for a periodic cell at λ = 1, r_s = 4 bohr with that at λ = 2, r_s = 2 bohr.**

(i) By (1), λ²·½ω²(λr)² = ½(λ²ω)²r², so the frequencies are multiplied by λ², with r = 2/λ and t = 3/λ². For λ = 2: ω0 = 2, ω1 = 1.6 Ha, r = 1 bohr, t = 0.75. For λ = 0.6: ω0 = 0.18, ω1 = 0.144 Ha, r = 3.3333 bohr, t = 8.3333. With R = (r_1 + r_2)/2 and s = r_1 − r_2 the Hamiltonian separates into −¼∇_R² + ω²R² and −∇_s² + ω²s²/4 + λ/s. The first part keeps a Gaussian, and the second is solved in a spectral basis. At ω = 1/2, λ = 1 the radial function u = g e^{−s²/8} with g = s + s²/2 gives

−u'' + (s²/16 + 1/s)u = [−g'' + s g'/2 + g/4 + g/s] e^{−s²/8} = [−1 + (s + s²)/2 + g/4 + 1 + s/2] e^{−s²/8} = (5/4)u,

and the solver returns 1.25000000 Ha. The Kohn–Sham system is one doubly occupied orbital φ = √(n/2) e^{iα}. Inserting it in i∂_tφ = (−½∇² + v_s)φ and dividing by φ, the imaginary part is ∂_t n + ∇·(n∇α) = 0 and the real part is

v_s = ∇²√n/(2√n) − ∂_tα − ½(∇α)².

Spherical symmetry fixes α' = j/n with r²j = −∫_0^r r'² ∂_t n dr'. Potentials are quoted relative to r = 0, which removes c(t). For one doubly occupied orbital the Fock operator acting on φ gives −λ∫d³r' |φ(r')|²/|r − r'| φ(r), which is the local potential v_x = −λv_H/2; define v_c = v_xc − v_x.

At λ = 1: n = 0.0178058 bohr^-3, v_xc = 0.113420 Ha, v_c = −0.039292 Ha. Equations (2) and (5) predict for λ = 2 the values 8 × 0.0178058 = 0.142446, 4 × 0.113420 = 0.45368 and 4 × (−0.039292) = −0.15717. The calculation at λ = 2, on a different basis, box and time step, gives 0.1424463, 0.453681 and −0.157168. For λ = 0.6 the predictions 0.216 × 0.0178058 = 0.0038461, 0.36 × 0.113420 = 0.040831 and 0.36 × (−0.039292) = −0.014145 meet 0.0038460, 0.040831 and −0.014145. Over four radii, v_xc^λ/λ² deviates from the λ = 1 value by at most 2.7×10^-10 Ha. Scaling time by λ instead would pair t = 0.75 with t = 1.5, where v_xc = 0.168644 Ha, 49 % above 0.113420 Ha.

(ii) The cell has Ω = 8πr_s³/3, and the smallest wavevector is q = 2π/Ω^{1/3}: 0.77342 bohr^-1 in cell B (λ = 1, r_s = 4) and 1.54683 in cell A (λ = 2, r_s = 2), in the ratio λ. The ground state has zero total momentum and uniform density. Without interaction both electrons have k = 0, ρ_q† lifts either one to energy q²/2 with total weight 2, and (9) gives χ_s = (2/Ω) q²/(ω² − q⁴/4). The interacting χ^λ comes from diagonalization in plane waves, and (11) gives the kernel. From v_x = −λv_H/2, f_x = −2πλ/q²: −10.50395 Ha bohr³ in B and −5.25197 in A. Equation (8) predicts f_A(4ω_B) = f_B(ω_B)/2. In Ha bohr³:

ω_B = 0: f_B/2 = −12.11634/2 = −6.05817, f_A = −6.05817
ω_B = 0.15 Ha: −12.15679/2 = −6.07840, f_A = −6.07840
ω_B = 0.5i Ha: −11.73370/2 = −5.86685, f_A = −5.86685

These use the same integer cutoff in both cells. That truncation scales with the cell, so the agreement checks the exponents and not the convergence. A larger cutoff in A gives −6.05932, −6.07954 and −5.86810, a change of 0.02 % of f_xc in one step of a slowly converging cutoff, so digits of f_xc beyond the third belong to the basis. Since f_x is exact, the whole basis error falls on the correlation part, and the values of f_c in B quoted next are uncertain by about 0.005 Ha bohr³. The correlation part f_c = f_xc − f_x in B is −1.612 at ω = 0, −1.230 at 0.5i and −0.505 at 1.0i, a dependence strong enough to fix the frequency exponent: 2f_c of A at 2.0i is −1.22975, which matches B at 2.0i/λ² = 0.5i and not at 2.0i/λ = 1.0i. At weak coupling, f_c at λ = 0.004 is 3.9985 times that at 0.002, near 2². A wrong f_x would leave a linear term, so the ratio also tests f_x. At λ = 0.002 and equal reduced q and ω, the ratio of r_s = 4 to r_s = 2 is 7.9985, near the 2³ of (12) with k = 2. This kernel belongs to the two-electron cell, not to the infinite gas.

**(h) For the infinite gas at r_s = 4 bohr and λ = 1/2, evaluate ε_c^λ and its density curvature in RPA, and f_xc^λ(0,0) and G with the PW92 parametrization. Then compute ε_c(r_s = 4) from (14) and (16) with the ALDA kernel, and with the shortcut.**

The system has n = 0.0037302 bohr^-3 and k_F = 0.479790 bohr^-1. Its partner has r_s = 2, n = 8 × 0.0037302 = 0.029842 and k_F = 2 × 0.479790 = 0.95958.

In RPA the coupling enters the logarithm directly, so the side at λ = 1/2 is computed with no use of scaling. It gives ε_c^λ = −0.0154503 Ha, and (13) gives ¼ × (−0.0618012) = −0.0154503 Ha. The curvature d²(nε_c^λ)/dn² by finite differences is −0.54910 Ha bohr³, and the rule of part (e) gives 2 × (−0.27455) = −0.54910. This is the curvature of the RPA energy, not the kernel inside RPA, which is zero.

With PW92, f_xc(0,0) = −3.65389 Ha bohr³ at r_s = 2, so

f_xc^{1/2}(r_s = 4; 0,0) = 2 × (−3.65389) = −7.3078 Ha bohr³ = −198.85 eV bohr³.

The finite-difference curvature of nλ²ε_xc(n/λ³) gives −7.30778; since PW92 is defined at λ = 1 and extended by (13), this checks the chain rule and not the physics. The shortcut gives ½ × (−15.31031) = −7.65516, larger in magnitude than the scaled value by 4.75 %. The exchange part, f_x = −π/0.479790² = −13.647, contributes −6.82368 in both. The correlation part at λ = 1 is −15.31031 + 13.64735 = −1.66296. Scaling gives −7.30778 + 6.82368 = −0.48410 at λ = 1/2, a fraction 0.291 of it, between λ² = 0.25 and λ = 0.5. The shortcut gives −0.83148, which is 72 % larger than the scaled correlation part. The small-q local-field coefficient is

G/(q/k_F)² = 0.479790² × 7.30778/(4π × 0.5) = 0.26774,

equal to the value at r_s = 2, λ = 1, and lying between the exchange value 0.25 and the value 0.28046 at r_s = 4, λ = 1.

With the ALDA kernel, u_c^{1/2}(4) = −0.020831 Ha, and (15) gives ½ × (−0.041663) = −0.020831 Ha. The λ integral (14) with the scaled kernel and the r_s integral (16) both give

ε_c(r_s = 4) = −0.017802 Ha = −0.4844 eV.

In RPA the closed form and (16) both give −0.046806 Ha. The shortcut kernel gives −0.016781 Ha = −0.4566 eV, a shift of +0.001021 Ha, or 5.7 % of the scaled ALDA value, and it disagrees with (16). The sign is consistent with (14): the integrand −vKχ_s²/(1 − Kχ_s) has derivative −vχ_s²/(1 − Kχ_s)² < 0 with respect to K, so a more negative kernel raises u_c^λ. The shortcut keeps G/(q/k_F)² at 0.28046 for every λ, while the scaled kernel has 0.25 as λ → 0, 0.26774 at λ = 1/2 and 0.28046 at λ = 1. The shortcut kernel is thus more negative at λ = 1/2, has the more negative coefficient of λ as λ → 0, where both kernels vanish, and equals the scaled kernel at λ = 1; the ordering at the remaining λ is not checked here, and the sign of the integrated shift is taken from the computation.

The ALDA result itself is far from the energy that built the kernel: PW92 has ε_c(4) = −0.031866 Ha, ALDA lies 0.0141 Ha above it (44 % of the PW92 value), and RPA lies 0.0149 Ha below. Correct scaling is a consistency condition and does not make a kernel accurate. For a constant kernel K = λv(1 − G) changes sign at G = 1, which at λ = 1 is (q/k_F)² = 1/0.28046, q = 1.89 k_F, and at λ = 1 all larger q contribute positively to u_c, because there K < 0 while |K| < 15.31 and |χ_s| ≤ k_F/π² = 0.0486 keep 1 − Kχ_s positive. For smaller λ the crossing moves toward q = 2k_F, its value for G/(q/k_F)² = 0.25. That this region accounts for the excess is a conjecture, not tested here. The numerical check of parts (g) and (h) is printed below.

Computed values

```
trap lam=1: w0=0.5 w1=0.4 Ha, t=3.0 au, r=2.0 bohr, E_rel(w0)=1.25000000 Ha
  n=0.0178058 bohr^-3, vxc=0.113420 Ha, vc=-0.039292 Ha (relative to r=0)
trap lam=2.0: w0=2.0000 w1=1.6000 Ha, t=0.7500 au, r=1.0000 bohr
  n=0.1424463 bohr^-3, vxc=0.453681 Ha, vc=-0.157168 Ha
  vxc/lam^2=0.113420 Ha, vc/lam^2=-0.039292 Ha, max dev=2.7e-10 Ha
  control, time scaled by lam (t=1.5 au): vxc=0.168644 Ha
trap lam=0.6: w0=0.1800 w1=0.1440 Ha, t=8.3333 au, r=3.3333 bohr
  n=0.0038460 bohr^-3, vxc=0.040831 Ha, vc=-0.014145 Ha
  vxc/lam^2=0.113420 Ha, vc/lam^2=-0.039292 Ha, max dev=2.6e-10 Ha
cell B: lam=1 rs=4 bohr q=0.77342; A: lam=2 rs=2 bohr q=1.54683 bohr^-1
  f_x: B -10.50395, A -5.25197 Ha bohr^3
  w_B=0 Ha: fxc B -12.11634, A -6.05817, A(larger cutoff) -6.05932 Ha bohr^3
  w_B=0.15 Ha: fxc B -12.15679, A -6.07840, A(larger cutoff) -6.07954 Ha bohr^3
  w_B=0.5i Ha: fxc B -11.73370, A -5.86685, A(larger cutoff) -5.86810 Ha bohr^3
  control w/lam: fc_B(1.0i)=-0.50544 vs lam*fc_A(2.0i)=-1.22975 Ha bohr^3
  weak coupling fc ratios: lam .004/.002 = 3.9985, rs 4/2 = 7.9985
gas: rs=4.0 bohr, lam=0.5, n=0.0037302 bohr^-3, kF=0.479790 bohr^-1
  mapped: rs=2.0 bohr, n=0.0298416 bohr^-3, kF=0.959579 bohr^-1
RPA eps_c^lam(4)=-0.0154503 Ha, eps_c(2)=-0.0618012 Ha, lam^2*eps_c(2)=-0.0154503 Ha
RPA fc^lam(0,0)=-0.54910, fc(rs=2)=-0.27455, fc(rs=2)/lam=-0.54910 Ha bohr^3
PW92 fxc(rs=4)=-15.31031, fxc(rs=2)=-3.65389, fx(rs=4)=-13.64735 Ha bohr^3
PW92 fxc^lam: curvature -7.30778, scaling -7.30778 Ha bohr^3 = -198.85 eV bohr^3
  shortcut lam*fxc(rs=4)=-7.65516 Ha bohr^3, off by 4.75 %
  G/(q/kF)^2: lam=.5 rs=4 0.26774; rs=2 0.26774; rs=4 0.28046
ALDA u_c^lam(4)=-0.020831 Ha, u_c(2)=-0.041663 Ha, lam*u_c(2)=-0.020831 Ha
RPA eps_c(4): closed form -0.046806 Ha, rs integral -0.046806 Ha
ACFD-ALDA eps_c(4): lam integral -0.017802 Ha, rs integral -0.017802 Ha = -0.4844 eV
  shortcut kernel -0.016781 Ha = -0.4566 eV, shift 0.001021 Ha
PW92 eps_c(4)=-0.031866 Ha
```
